# First-order direct perturbation theory for Dirac-Kohn-Sham energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: one electron in a fixed potential

An electron moves in a fixed, real, local potential $v$, which near a point nucleus of charge $Z$ behaves as $-Z/r$. Hartree atomic units are used, so that $\hbar=m=e=1$ and $c\approx137.036$. Energies are counted without the rest energy $c^2$. The Dirac orbital has an upper two-component part $\varphi$ and a lower two-component part $\chi$, which obey

$$v\varphi+c\,\sigma\!\cdot\!p\,\chi=\varepsilon\varphi,\qquad c\,\sigma\!\cdot\!p\,\varphi+(v-2c^2)\chi=\varepsilon\chi .$$

Here $p=-i\nabla$, and $\sigma$ is the vector of Pauli matrices. The task is to find how the energy of a bound electron state departs from its nonrelativistic value at leading order in $1/c^2$, and then to carry the answer over to a self-consistent Kohn-Sham atom.

### (a) A form of the Dirac equation with a regular limit

*Set $\chi=\tilde\chi/c$ and $\lambda=1/c^2$. Write the equations in terms of $\lambda$ and find their limit for $\lambda\to0$.*

**Solution.** In the first equation the factor $c$ cancels. The second becomes

$$c\,\sigma\!\cdot\!p\,\varphi+(v-\varepsilon-2c^2)\frac{\tilde\chi}{c}=0 ,$$

and division by $c$ turns the pair into

$$v\varphi+\sigma\!\cdot\!p\,\tilde\chi=\varepsilon\varphi, \tag{1}$$

$$\sigma\!\cdot\!p\,\varphi-2\tilde\chi+\lambda(v-\varepsilon)\tilde\chi=0. \tag{2}$$

The speed of light now appears in one place, as the factor $\lambda$ in (2). The normalization is $\langle\varphi|\varphi\rangle+\lambda\langle\tilde\chi|\tilde\chi\rangle=1$.

At $\lambda=0$, equation (2) gives the lower component directly, and (1) then contains $\varphi_0$ alone:

$$\tilde\chi_0=\tfrac12\,\sigma\!\cdot\!p\,\varphi_0,\qquad \tfrac12(\sigma\!\cdot\!p)^2\varphi_0+v\varphi_0=\varepsilon_0\varphi_0. \tag{3}$$

The product rule $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$ gives $(\sigma\cdot p)^2=p^2$, because the components of $p$ commute and the antisymmetric part drops out. The second equation in (3) is therefore the Schrödinger equation, with $\langle\varphi_0|\varphi_0\rangle=1$.

The scaled lower component does not vanish in this limit. It is half the spin-projected momentum acting on the orbital, and it carries the kinetic energy, since $2\langle\tilde\chi_0|\tilde\chi_0\rangle=\tfrac12\langle\varphi_0|p^2|\varphi_0\rangle$.

The added term is not small everywhere. Close to the nucleus $\lambda|v|=\lambda Z/r$ reaches the size of the constant 2 in (2) at $r=Z/(2c^2)$. An expansion in powers of $\lambda v/2$ would fail inside this radius. The next part makes no such expansion of the equation; it keeps the operator whole and takes a limit of the energy.

### (b) The energy shift

*Project (1) and (2) on the nonrelativistic solution. Find a relation for $\varepsilon-\varepsilon_0$ that holds at finite $\lambda$, and take its leading term.*

**Solution.** Multiply (1) from the left by $\varphi_0^\dagger$ and (2) by $\tilde\chi_0^\dagger$, integrate over space, and add:

$$\langle\varphi_0|v-\varepsilon|\varphi\rangle+\langle\varphi_0|\sigma\!\cdot\!p\,\tilde\chi\rangle+\langle\tilde\chi_0|\sigma\!\cdot\!p\,\varphi\rangle-2\langle\tilde\chi_0|\tilde\chi\rangle+\lambda\langle\tilde\chi_0|v-\varepsilon|\tilde\chi\rangle=0 .$$

The operator $\sigma\cdot p$ is now moved to the left-hand functions. For two spinors $a$ and $b$,

$$a^\dagger(\sigma\!\cdot\!p\,b)-(\sigma\!\cdot\!p\,a)^\dagger b=-i\,\nabla\!\cdot(a^\dagger\sigma b),$$

so the move costs a surface integral of $a^\dagger\sigma b$. At infinity it vanishes because bound states decay. Around the nucleus, take a sphere of radius $\delta$. The nonrelativistic functions $\varphi_0$ and $\tilde\chi_0$ stay bounded there. The Dirac orbital may diverge as a power $r^{-q}$, but a finite norm requires $q<3/2$. The surface integral is then at most of order $\delta^{2-q}$, which tends to zero.

With the surface terms gone, (3) gives

$$\langle\varphi_0|\sigma\!\cdot\!p\,\tilde\chi\rangle=\langle\sigma\!\cdot\!p\,\varphi_0|\tilde\chi\rangle=2\langle\tilde\chi_0|\tilde\chi\rangle,$$

$$\langle\tilde\chi_0|\sigma\!\cdot\!p\,\varphi\rangle=\langle\sigma\!\cdot\!p\,\tilde\chi_0|\varphi\rangle=\langle\varphi_0|\varepsilon_0-v|\varphi\rangle .$$

The first line cancels the term $-2\langle\tilde\chi_0|\tilde\chi\rangle$. The second cancels the potential in $\langle\varphi_0|v-\varepsilon|\varphi\rangle$ and leaves $(\varepsilon_0-\varepsilon)\langle\varphi_0|\varphi\rangle$. Hence

$$(\varepsilon-\varepsilon_0)\langle\varphi_0|\varphi\rangle=\lambda\langle\tilde\chi_0|v-\varepsilon|\tilde\chi\rangle. \tag{4}$$

No power of $\lambda$ has been dropped. Now let $\lambda\to0$ along a Dirac state that goes over continuously into $\varphi_0$. The overlap tends to 1, $\tilde\chi$ tends to $\tilde\chi_0$, and $\varepsilon$ on the right tends to $\varepsilon_0$. Therefore $\varepsilon=\varepsilon_0+\lambda\varepsilon_1+\dots$ with

$$\varepsilon_1=\langle\tilde\chi_0|v-\varepsilon_0|\tilde\chi_0\rangle=\tfrac14\langle\sigma\!\cdot\!p\,\varphi_0|v-\varepsilon_0|\sigma\!\cdot\!p\,\varphi_0\rangle. \tag{5}$$

This is first-order direct perturbation theory. Its two terms have separate origins. The lower component carries a charge density $\lambda|\tilde\chi_0|^2$, which feels the potential. The same density takes part in the normalization, which accounts for $-\varepsilon_0$.

If $\varepsilon_0$ is degenerate, $\varphi_0$ must be the function that the Dirac state approaches, and not an arbitrary member of the level. In a spherical potential, total angular momentum and parity are conserved, and functions adapted to them, introduced next, are the right ones.

### (c) Reduction to a radial integral

*For spherical $v$, let $\varphi_0=g(r)\,\Omega$, where the normalized spin-angular function satisfies $\sigma\cdot L\,\Omega=-(\kappa+1)\Omega$. Reduce (5) to one radial integral and examine it at the nucleus.*

**Solution.** Consider first the values of $\kappa$. Since $\sigma\cdot L=2S\cdot L=j(j+1)-l(l+1)-\tfrac34$, its value is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Thus

$$\kappa=-(l+1)\ \ (j=l+\tfrac12),\qquad \kappa=l\ \ (j=l-\tfrac12).$$

In both cases $|\kappa|=j+\tfrac12$ and $\kappa(\kappa+1)=l(l+1)$.

With $\sigma_r=\sigma\cdot\hat r$ and $\sigma_r^2=1$, the product rule for Pauli matrices gives

$$\sigma_r\,(\sigma\!\cdot\!p)=\hat r\!\cdot\!p+i\sigma\!\cdot(\hat r\times p)=-i\partial_r+\frac{i}{r}\,\sigma\!\cdot\!L .$$

Multiplication by $\sigma_r$ from the left yields $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$, and so

$$\sigma\!\cdot\!p\,(g\Omega)=-i\sigma_r\Big(g'+\frac{\kappa+1}{r}\,g\Big)\Omega .$$

The factor $-i\sigma_r$ is unitary and does not change the norm of $\Omega$. Put $u=rg$, with $\int_0^\infty u^2dr=1$. Then $g'=u'/r-u/r^2$, and the bracket equals $(u'+\kappa u/r)/r$. The volume element $r^2dr$ removes the remaining $1/r^2$. With $W=v-\varepsilon_0$,

$$\varepsilon_1=\frac14\int_0^\infty W\Big(u'+\frac{\kappa}{r}u\Big)^2dr. \tag{6}$$

Near the nucleus $u$ starts as $r^{l+1}$. For $\kappa=-(l+1)$ the leading parts of $u'$ and $\kappa u/r$ cancel, and the bracket starts as $r^{l+1}$. For $\kappa=l$, which requires $l\ge1$, it starts as $r^l$. Multiplied by $W\sim-Z/r$, the integrand goes as $r^{2l+1}$ or $r^{2l-1}$, hence at least as fast to zero as $r$. The integral (6) needs no cutoff and no delta function.

### (d) Rearrangement into separate physical terms

*The Pauli operators, with the factor $\lambda$ removed, are*

$$-\frac{p^4}{8},\qquad \frac18\nabla^2v,\qquad \frac14\,\sigma\!\cdot(\nabla v\times p).$$

*They are called mass-velocity, Darwin and spin-orbit. Integrate (6) by parts, keeping every surface term, and compare.*

**Solution.** The lower limit is set to $\delta>0$ and taken to zero at the end. Expanding the square gives three integrals:

$$\int_\delta^\infty\Big[Wu'^2+\frac{2\kappa}{r}Wuu'+\frac{\kappa^2}{r^2}Wu^2\Big]dr .$$

In the first, $u'$ is integrated once:

$$\int_\delta^\infty Wu'^2dr=-(Wuu')_\delta-\int_\delta^\infty Wuu''\,dr-\int_\delta^\infty W'uu'\,dr .$$

Since $uu'=\tfrac12(u^2)'$, the last term is

$$-\int_\delta^\infty W'uu'\,dr=\tfrac12(W'u^2)_\delta+\tfrac12\int_\delta^\infty W''u^2dr .$$

The second integral is treated in the same way:

$$2\kappa\int_\delta^\infty\frac{W}{r}uu'\,dr=-\kappa\Big(\frac{Wu^2}{r}\Big)_\delta-\kappa\int_\delta^\infty\Big(\frac{W'}{r}-\frac{W}{r^2}\Big)u^2dr .$$

The radial Schrödinger equation is $u''=[l(l+1)/r^2+2W]u$, which gives

$$-Wuu''=-\frac{l(l+1)}{r^2}Wu^2-2W^2u^2 .$$

All terms with $W/r^2$ now have the total coefficient $-l(l+1)+\kappa+\kappa^2=0$. What remains under the integral is $u^2$ times

$$-2W^2+\tfrac12W''-\frac{\kappa}{r}W'=-2W^2+\tfrac12\Big(W''+\frac2rW'\Big)-\frac{\kappa+1}{r}W' .$$

The bracket on the right is $\nabla^2v$ for $r>0$. Multiplication by $\tfrac14$ gives

$$\varepsilon_1=-\frac12\int W^2u^2dr+\frac18\int(\nabla^2v)\,u^2dr-\frac{\kappa+1}{4}\int\frac{v'}{r}u^2dr+\frac B4, \tag{7}$$

$$B=\lim_{\delta\to0}\Big[-Wuu'+\tfrac12W'u^2-\frac{\kappa}{r}Wu^2\Big]_{r=\delta}.$$

In (7), $\nabla^2v$ is the ordinary function defined for $r>0$; the Coulomb part $-Z/r$ contributes nothing to it. For $s$ states the terms $W''$ and $W'/r$ give divergent integrals when taken singly, so they must be combined as above before $\delta\to0$.

For $l\ge1$, every term of $B$ goes as $\delta^{2l}$, and $B=0$. For $l=0$, one has $\kappa=-1$, $u\simeq u'(0)\,r$, $W\simeq-Z/r$ and $W'\simeq Z/r^2$. The three terms are, in order,

$$B=\Big(1+\tfrac12-1\Big)Z\,u'(0)^2=\tfrac12Z\,u'(0)^2 .$$

The angular factor of an $s$ orbital gives $|\varphi_0(0)|^2=u'(0)^2/4\pi$, hence

$$\frac B4=\frac Z8\,u'(0)^2=\frac{\pi Z}{2}|\varphi_0(0)|^2. \tag{8}$$

Now compare with the Pauli operators.

- The Schrödinger equation reads $p^2\varphi_0=-2W\varphi_0$. The first term of (7) is thus $-\tfrac18\|p^2\varphi_0\|^2$, the mass-velocity energy.
- As a distribution, $\nabla^2(-Z/r)=4\pi Z\,\delta(\mathbf r)$. The Darwin operator therefore gives $\tfrac{\pi Z}{2}|\varphi_0(0)|^2$ from the nucleus, which is (8), and the second term of (7) from the rest of the potential.
- For spherical $v$, $\nabla v\times p=(v'/r)L$. The spin-orbit operator is $(v'/4r)\,\sigma\cdot L$, whose value is the third term.

The direct formula (5) thus equals the Pauli expectation value. In (5) nothing singular occurs. The contact term arises when derivatives are moved from the orbital onto the Coulomb potential, and it is what the small sphere around the nucleus leaves behind.

The mass-velocity term must be read as a squared norm. For an $s$ state $p^2\varphi_0\simeq2Z\varphi_0(0)/r$ near the nucleus, and a further $p^2=-\nabla^2$ would produce another delta function, of strength $8\pi Z\varphi_0(0)$.

If the nucleus has a smooth charge distribution instead, $v$ and $v'$ are finite at the origin and $B$ vanishes for every $l$. The Darwin energy of the nucleus then sits in the ordinary integral over $\nabla^2v$, and (5) is unchanged in form.

## Second half: Coulomb levels and the Kohn-Sham atom

From the first half, the following is needed. With $\lambda=1/c^2$ and $\chi=\tilde\chi/c$, the Dirac equations are $v\varphi+\sigma\cdot p\,\tilde\chi=\varepsilon\varphi$ and $\sigma\cdot p\,\varphi-2\tilde\chi+\lambda(v-\varepsilon)\tilde\chi=0$. At $\lambda=0$ they reduce to the Schrödinger equation, with $\tilde\chi_0=\tfrac12\sigma\cdot p\,\varphi_0$. In a fixed potential the energy changes at first order by $\lambda\varepsilon_1$, where

$$\varepsilon_1=\langle\tilde\chi_0|v-\varepsilon_0|\tilde\chi_0\rangle=\frac14\int_0^\infty(v-\varepsilon_0)\Big(u'+\frac\kappa ru\Big)^2dr .$$

Here $u$ is $r$ times the radial orbital, $\kappa=-(l+1)$ for $j=l+\tfrac12$, and $\kappa=l$ for $j=l-\tfrac12$. The same quantity is the sum (7) of mass-velocity, Darwin and spin-orbit energies, with the contact term $\tfrac Z8u'(0)^2$ for $s$ states.

### (e) The pure Coulomb field

*Evaluate $\varepsilon_1$ for $v=-Z/r$ and any bound level. Check the lowest level against a closed solution of the Dirac equation.*

This part has derived the first-order energy shift $\lambda\varepsilon_1$ of an electron in a fixed potential and shown that it equals the sum of the mass-velocity, Darwin and spin-orbit energies. What remains is to solve the Coulomb problem just posed and to carry the result over to the self-consistent Kohn-Sham atom, with zinc as the example.
